# Hall voltage and contact misalignment in a low-mobility film

**Question.** A thin semiconducting film has a Hall mobility of 1 cm²/Vs and is measured in a field of 0.5 T. One of its two Hall contacts is displaced along the current by one percent of the film width. How large is the Hall voltage compared with the offset voltage caused by the displacement, and how does the comparison scale?

**Answer.**

### Geometry and the response of the film

Let the current flow along $+x$ and the magnetic field $B$ point along $+z$. The film occupies $0<y<w$. The lower Hall contact sits on the edge $y=0$, and the upper one on $y=w$, further along the current by $\delta$. A negative $\delta$ means a displacement the other way. The contacts are taken as points, far from the metal ends that feed the current, and the film as uniform, isotropic in its plane and ohmic.

The algebra is in atomic units, where the electron has charge $-1$ and feels the force $-(\mathbf E+\mathbf v\times\mathbf B)$. The elementary charge $e$ is written again when engineering units enter.

In an ohmic film the field depends linearly on the current density $\mathbf J$. Isotropy requires that this relation keep its form when the film is turned about $z$, which leaves two coefficients:

$$
E_x=aJ_x-bJ_y,\qquad E_y=bJ_x+aJ_y .
$$

A mirror reflection $y\to-y$ fixes how they depend on $B$. It reverses $E_y$ and $J_y$, and it also reverses $B$, because a magnetic field along $z$ is generated by currents circulating in the plane, and the reflection reverses their sense. The relation keeps its form if $a(-B)=a(B)$ and $b(-B)=-b(B)$. To first order in the field, therefore, $a=\rho$, the resistivity, and $b=R_HB$, with a constant $R_H$ called the Hall coefficient.

The Hall mobility is defined by

$$
\mu_H=\frac{|R_H|}{\rho}.
$$

For electrons $R_H$ is normally negative, and this is assumed here, so $R_H=-\mu_H\rho$. In some amorphous semiconductors the sign is reversed, which would reverse the Hall voltage but leave the comparison of magnitudes unchanged. Where the current runs along the film, $J_y=0$, and

$$
E_x=\rho J_x,\qquad E_y=R_HBJ_x=-\mu_HB\,E_x .
$$

The product $\mu_HB$ is the ratio of the transverse field to the longitudinal one.

### What a simple electron picture adds

In the Drude picture an electron of effective mass $m^*$ loses its momentum in a time $\tau$. Since $(\mathbf v\times\mathbf B)_x=v_yB$ and $(\mathbf v\times\mathbf B)_y=-v_xB$, the steady state obeys

$$
0=-(E_x+v_yB)-\frac{m^*v_x}{\tau},\qquad
0=-(E_y-v_xB)-\frac{m^*v_y}{\tau}.
$$

Charge collects on the edges until the transverse current stops. Setting $v_y=0$ in the first equation gives $v_x=-\mu E_x$ with $\mu=\tau/m^*$. The second then gives $E_y=v_xB=-\mu BE_x$. In this picture the Hall mobility equals the drift mobility $\mu$.

The picture cannot be relied on at 1 cm²/Vs. With a rough effective mass of 0.34 electron masses, $\tau=\mu m^*/e$ is 0.193 fs. At 300 K the mean thermal speed $\sqrt{8k_BT/\pi m^*}$ multiplied by this time gives a free path of 0.036 nm. That is much less than a rough atomic spacing of 0.3 nm, so an electron does not fly freely between separate collisions. The estimate must therefore rest on the measured coefficients $\rho$ and $R_H$. If the figure of 1 cm²/Vs is instead a drift or field-effect mobility, the result below has to be multiplied by the ratio of the Hall mobility to that mobility.

### The voltage between displaced contacts

Let $U$ be the potential of the upper contact minus that of the lower. The potential falls along the field, so going from $(x_0,0)$ to $(x_0+\delta,w)$ gives

$$
U=-E_x\delta-E_yw .
$$

Inserting $E_y=-\mu_HBE_x$ yields

$$
U(B)=E_x\left(\mu_HB\,w-\delta\right).
$$

The first term is the Hall voltage. The second is a piece of the ordinary resistive drop along the film, picked up because the contacts do not face each other. With $R_H$ negative and $B$ and $\delta$ positive, the two have opposite signs. Their magnitudes are

$$
V_H=\mu_HB\,wE_x,\qquad V_{\rm off}=|\delta|E_x,
\qquad
\frac{V_H}{V_{\rm off}}=\frac{\mu_HB}{|\delta|/w}.
$$

For the numbers asked about, 1 cm²/Vs is $10^{-4}$ m²/Vs, and one tesla is one Vs/m². Hence $\mu_HB=10^{-4}\times0.5=5\times10^{-5}$, and

$$
\frac{V_H}{V_{\rm off}}=\frac{5\times10^{-5}}{0.01}=0.005 .
$$

The Hall voltage is 0.5 percent of the offset. The reason is that the Hall effect turns the field by only $5\times10^{-5}$ radian, whereas the line joining the contacts is turned by $0.01$ radian from the perpendicular to the current.

### How it scales

The ratio grows in proportion to the Hall mobility and to the field, and falls in proportion to the relative displacement $|\delta|/w$. A film of 10 cm²/Vs in the same field and geometry would give 5 percent. If the displacement is fixed in length, for instance by the alignment of a mask, a wider film helps in proportion to $w$, provided its length grows with it.

Current and thickness cancel, because both voltages are proportional to $E_x$. A larger current lifts the Hall voltage further above the noise of the voltmeter but leaves it the same fraction of the offset. Carrier density cancels too if the Hall mobility is held fixed.

The two voltages are equal when $|\delta|=\mu_HBw$. At a displacement of one percent this would need $B=0.01/(10^{-4}\ \text{m²/Vs})=100$ T, if the Hall voltage stayed linear in the field so far.

### A worked film

Take round parameters: width 1 mm, length 4 mm, thickness $t=50$ nm, current $I=0.1$ µA, temperature 300 K, and a density $n=10^{17}$ cm⁻³, defined through $|R_H|=1/(ne)$. Then $1/\rho=ne\mu_H=0.0160$ S/cm, and the sheet resistance is

$$
R_s=\frac{\rho}{t}=12.48\ \text{M}\Omega\ \text{per square}.
$$

The voltage along a stretch of film as long as it is wide is $IR_s=1.248$ V, which corresponds to a longitudinal field of 12.48 V/cm. Thus

$$
V_{\rm off}=0.01\times1.248\ \text{V}=12.48\ \text{mV},
$$

$$
V_H=5\times10^{-5}\times1.248\ \text{V}=62.4\ \text{µV}.
$$

The displacement here is 10 µm. To make the offset as small as the Hall voltage, the contacts would have to face each other to within $5\times10^{-5}\times1$ mm, or 50 nm.

### Separating the two by reversing the field

The offset need not be removed by alignment. At fixed current $E_x=\rho J_x$ is the same for both field directions, since $\rho$ is even in $B$. Therefore

$$
\frac{U(B)-U(-B)}{2}=\mu_HBwE_x,\qquad
\frac{U(B)+U(-B)}{2}=-\delta E_x .
$$

Reversing the current alone does not separate them, because both terms change sign with $E_x$.

The same argument disposes of magnetoresistance, a change of $\rho$ that is even in $B$. In a simple band model its relative size is of order $(\mu_HB)^2=2.5\times10^{-9}$, which changes the offset by about $5\times10^{-7}$ of the Hall voltage. A disordered film may have a larger magnetoresistance of another origin, but the even part of the offset still cancels in the half-difference.

What does not cancel is a change of the offset between the two readings. Suppose the resistance follows $\rho\propto\exp(E_a/k_BT)$. Differentiating its logarithm gives

$$
\frac{1}{\rho}\frac{d\rho}{dT}=-\frac{E_a}{k_BT^2}.
$$

With a rough activation energy of 0.05 eV this is $-0.645$ percent per kelvin at 300 K. One kelvin thus moves the offset by more than the whole Hall voltage.

Let the film warm by $\Delta T$ before the second reading, taken at $-B$. The offset has then shrunk by the fraction $\varepsilon=E_a\Delta T/(k_BT^2)$. For positive $\delta$, and neglecting the much smaller change of the Hall term,

$$
U(B)-U(-B)=2V_H-V_{\rm off}+(1-\varepsilon)V_{\rm off}=2V_H-\varepsilon V_{\rm off}.
$$

The apparent Hall voltage vanishes when $\varepsilon=2V_H/V_{\rm off}$, that is, when

$$
\Delta T=2\,\frac{V_H}{V_{\rm off}}\,\frac{k_BT^2}{E_a}
=\frac{2\times0.5}{0.645}\ \text{K}=1.55\ \text{K}.
$$

This is the linearised value; the full exponential law gives about 1.57 K. Cooling by the same amount would roughly double the apparent Hall voltage. Since the error is linear in $\Delta T$, holding it to one percent of the Hall voltage requires the two readings to agree in temperature to about 0.016 K. Better alignment relaxes this demand in proportion as long as the misalignment offset remains much larger than the Hall voltage and than any offset of other origin, which is why it remains useful even when the field is reversed. The gain is bounded: if the Hall term drifts at the same rate as the resistance, the tolerance cannot exceed about 3 K, and an offset from non-uniformity, discussed at the end, is not reduced by alignment at all.

### Other voltages of similar size

A temperature difference between the two Hall contacts produces a thermoelectric voltage. With a rough thermopower of 0.5 mV/K, a difference of 0.125 K matches the Hall voltage. If that difference is the same in both readings, reversing either the field or the current and taking half the difference of the readings removes its contribution.

Heating by the measuring current is small here. The power per area, $(I/w)^2R_s$, flowing through 0.5 mm of glass with a rough heat conductivity of 1 W/(m K), warms the film by at most about $6\times10^{-5}$ K above the back of the glass. This figure assumes the heat flows straight down; sideways spreading lowers it to about $5\times10^{-5}$ K on the midline and $3\times10^{-5}$ K at the edges. If the back is not held at a fixed temperature by a heat sink, the film warms more.

Thermal noise depends on the resistance $R$ between the Hall contacts. For point contacts this resistance has no finite value in a continuous film, so metal pads of length $0.1w$ are assumed. A finite-element solution of the conduction problem with elements of side $w/80$ gives $R$ as 2.03 squares, about 1.5 percent below the 2.06 squares that a conformal map gives for a long strip; the difference does not matter for the noise. The noise in a bandwidth $\Delta f=1$ Hz is then $\sqrt{4k_BTR\,\Delta f}=0.65$ µV, about one percent of the Hall voltage. In this example the offset and its drift are a more serious obstacle than thermal noise. Thermal noise is only a floor, however. Low-frequency fluctuations of the resistance, common in disordered films, produce a noise between the Hall contacts that grows with the current, is not removed by alignment, and can exceed the thermal value.

### A bar that is not long

The metal ends are equipotentials and short-circuit the Hall field near them. To find the loss at mid-length, write $\beta=\mu_HB$ and keep first order in $\beta$. Solving the response equations for the current gives

$$
\rho J_x=E_x-\beta E_y,\qquad \rho J_y=E_y+\beta E_x .
$$

Charge conservation, $\partial_xJ_x+\partial_yJ_y=0$, becomes

$$
\partial_xE_x+\partial_yE_y+\beta(\partial_yE_x-\partial_xE_y)=0 .
$$

The bracket vanishes because a static electric field has no curl, so the potential obeys Laplace's equation. Write it as a constant plus $-E_0x+\beta\phi_1$. At the ends, $x=0$ and $x=L$, $\phi_1=0$. At the edges $J_y=0$ requires $E_y=-\beta E_0$, and since $E_y=-\beta\,\partial_y\phi_1$, this means $\partial_y\phi_1=E_0$.

On $0<x<L$ the constant 1 has the sine series $\sum_{n\,\rm odd}(4/n\pi)\sin k_nx$ with $k_n=n\pi/L$. The solution with the required slope at both edges is

$$
\phi_1=\sum_{n\,\rm odd}\frac{4E_0}{n\pi k_n}\,
\frac{\sinh k_n(y-w/2)}{\cosh(k_nw/2)}\,\sin k_nx .
$$

This is odd about the midline $y=w/2$, so it adds nothing to the total current at first order, and $E_0$ is the field set by the fixed current. Taking the difference between the edges at $x=L/2$, where $\sin(n\pi/2)=(-1)^{(n-1)/2}$, gives $V_H=G\,\beta E_0w$ with

$$
G=\frac{8L}{\pi^2w}\sum_{n\,\rm odd}\frac{(-1)^{(n-1)/2}}{n^2}
\tanh\frac{n\pi w}{2L}.
$$

For a long bar each hyperbolic tangent tends to its argument, and $G\to(4/\pi)(1-\tfrac13+\tfrac15-\dots)=1$. For a very short bar the tangents tend to 1 and $G$ falls in proportion to $L/w$.

Along the edges $\partial_x\phi_1$ contains $\cos(n\pi/2)=0$ at mid-length, so the offset for small $\delta$ stays $|\delta|E_0$. The ratio is thus multiplied by $G$. For $L/w=4$ the sum is $G=0.997$, which lowers the ratio from 0.500 to 0.4985 percent.

Finite Hall pads matter more. For two aligned pads of length $0.1w$, the finite-element solution puts the Hall voltage 6.6 percent below its value for point contacts in the same bar, with square elements of side $w/80$. Elements twice as large give 6.9 percent. The loss still falls as the mesh is refined, because the field is singular at the pad ends; the exact conformal-map solution for a long strip gives 6.3 percent. When such pads are displaced by $0.01w$, the same solution lowers the offset by only 0.6 percent, so the ratio becomes about 0.47 percent. The estimate of roughly half a percent survives, but a mobility extracted without this correction would be too low by about that much.

### Beside a real film

The parameters lie in the regime of weakly doped amorphous indium gallium zinc oxide. Transistor-grade films of this material have mobilities of roughly 10 cm²/Vs, so 1 cm²/Vs is low and belongs to poorly conducting or more disordered films. At $10^{17}$ cm⁻³ and a relative permittivity near 10, a surface band bending of 0.1 to 0.3 V would deplete roughly 30 to 60 nm, comparable to the whole 50 nm. The density and sheet resistance of the worked film should therefore be read as averages over the thickness. The assumption most exposed in a real film is uniformity. At the edges the current must run along the film, but uneven thickness or composition can tilt it in between. If the tilt, averaged along the line between the contacts, is a small angle $\alpha$, an average transverse resistive field $\alpha E_x$ appears even without $B$, and its voltage $\alpha wE_x$ equals that of a displacement $\alpha w$. A tilt of 0.01 radian is therefore as harmful as the whole misalignment considered here. Depending on its sign, it doubles the offset, and so halves the ratio, or cancels it. The figure of 0.5 percent describes misalignment by itself, not the total offset of a particular sample.

Numerical values quoted here were computed with a short program.
